# Pi-bond order and electronic bond tension in half-filled graphene: a program that tests the result

```python
"""
Result under test: half-filled nearest-neighbour graphene has the spin-summed
pi-bond order p = <|f|>/3 = 0.525, f = 1 + exp(i k1) + exp(i k2), and the pi
electrons pull on each bond with the tension T = dE/dd = -2 p dt/dd.
For t(d) = t0 exp(-beta (d/d0 - 1)) this is T = 2 p beta t0 / d0 at d = d0.
t: hopping (eV), d: bond length (nm), beta: dimensionless decay of hopping,
E: pi energy, <..>: average over the Brillouin zone. Hamiltonian sign: -t.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import ellipe, zeta

t0, d0, beta = 2.7, 0.142, 3.0          # rough graphene values: eV, nm, 1
nN_per_eVnm = const.e * 1e18            # 1 eV/nm expressed in nN
Npm_per_eVnm2 = const.e * 1e18          # 1 eV/nm^2 expressed in N/m
cell_area = 1.5 * np.sqrt(3) * d0**2    # nm^2


def hopping(d):
    return t0 * np.exp(-beta * (d / d0 - 1))


def solve_grid(hops, n):
    """Energy per cell and the three bond orders from 2x2 diagonalisation."""
    k = 2 * np.pi * np.arange(n) / n
    k1, k2 = [x.ravel() for x in np.meshgrid(k, k, indexing="ij")]
    phases = np.array([np.ones(n * n), np.exp(1j * k1), np.exp(1j * k2)])
    h = np.zeros((n * n, 2, 2), complex)
    h[:, 0, 1] = -(np.asarray(hops)[:, None] * phases).sum(axis=0)
    h[:, 1, 0] = h[:, 0, 1].conj()
    energies, vectors = np.linalg.eigh(h)
    coherence = vectors[:, 0, 0].conj() * vectors[:, 1, 0]
    orders = 2 * np.mean((coherence * phases).real, axis=1)
    return 2 * energies[:, 0].mean(), orders


def f_modulus(n):
    k = 2 * np.pi * np.arange(n) / n
    return np.abs(1 + np.exp(1j * k)[:, None] + np.exp(1j * k)[None, :])


# Bond order: diagonalisation against a one-dimensional elliptic integral
def inner_mean(x):
    a = 2 * abs(np.cos(x / 2))
    return 2 / np.pi * (1 + a) * ellipe(min(1.0, 4 * a / (1 + a)**2))


split = 2 * np.pi / 3
mean_f = sum(quad(inner_mean, lo, hi, epsabs=1e-12, epsrel=1e-12, limit=200)[0]
             for lo, hi in ((0, split), (split, np.pi))) / np.pi
p_ref = mean_f / 3
p_grid = {n: solve_grid([t0] * 3, n)[1] for n in (10, 100, 400)}
p = p_grid[400].mean()
assert np.ptp(p_grid[400]) < 1e-10
assert abs(p - p_ref) < 1e-7
assert abs(p - 0.525) < 5e-4
err100, err400 = [abs(p_grid[n].mean() - p_ref) for n in (100, 400)]
grid_power = np.log(err100 / err400) / np.log(4)
assert abs(grid_power - 3) < 0.1        # next order in 1/n still contributes
mean_f2 = np.mean(f_modulus(100)**2)
assert abs(mean_f2 - 3) < 1e-10 and p < 1 / np.sqrt(3)

# Energy derivative for unequal hoppings
hops = t0 * np.array([1.0, 0.8, 1.1])
orders = solve_grid(hops, 100)[1]
for j in range(3):
    step = np.eye(3)[j] * 1e-4
    slope = (solve_grid(hops + step, 100)[0]
             - solve_grid(hops - step, 100)[0]) / 2e-4
    assert abs(slope + 2 * orders[j]) < 1e-5

# Tension and stiffness per bond from the energy of a uniformly dilated sheet
tension = 2 * p * beta * t0 / d0        # eV/nm
k_pi = -2 * p * beta**2 * t0 / d0**2    # eV/nm^2
h = 1e-3 * d0
e_minus, e_zero, e_plus = [solve_grid([hopping(d0 + s)] * 3, 100)[0] / 3
                           for s in (-h, 0, h)]
assert abs((e_plus - e_minus) / (2 * h) / tension - 1) < 1e-5
assert abs((e_plus - 2 * e_zero + e_minus) / h**2 / k_pi - 1) < 1e-5
p_dilated = solve_grid([hopping(1.01 * d0)] * 3, 100)[1]
assert np.max(abs(p_dilated - p_grid[100])) < 1e-10

# Sheet stress from strained bond vectors
angles = np.pi / 2 + 2 * np.pi * np.arange(3) / 3
bonds = d0 * np.array([np.cos(angles), np.sin(angles)])


def strained_energy(strain):
    lengths = np.linalg.norm((np.eye(2) + strain) @ bonds, axis=0)
    return solve_grid(hopping(lengths), 100)[0]


stress = tension / (np.sqrt(3) * d0)    # eV/nm^2
for shape, expected in (([[1, 0], [0, 0]], stress), ([[0, 0], [0, 1]], stress),
                        ([[0, .5], [.5, 0]], 0.0)):
    de = 1e-4 * np.array(shape)
    measured = (strained_energy(de) - strained_energy(-de)) / 2e-4 / cell_area
    assert abs(measured - expected) < 1e-4 * stress

# Finite periodic sheet in real space: one altered bond, second neighbours
size = 10
cells = size * size
adj = np.zeros((2 * cells, 2 * cells))
for i in range(size):
    for j in range(size):
        a_site = i * size + j
        for di, dj in ((0, 0), (1, 0), (0, 1)):
            b_site = cells + ((i + di) % size) * size + (j + dj) % size
            adj[a_site, b_site] = adj[b_site, a_site] = 1
levels, orbitals = eigh(-t0 * adj)
density = 2 * orbitals[:, :cells] @ orbitals[:, :cells].T
assert abs(density[0, cells] - p_grid[10][0]) < 1e-10


def one_bond_energy(change):
    ham = -t0 * adj
    ham[0, cells] -= change
    ham[cells, 0] -= change
    return 2 * np.linalg.eigvalsh(ham)[:cells].sum()


slope = (one_bond_energy(1e-3) - one_bond_energy(-1e-3)) / 2e-3
assert abs(slope + 2 * density[0, cells]) < 1e-5
second = adj @ adj - 3 * np.eye(2 * cells)
assert set(np.unique(second)) == {0.0, 1.0} and np.all(second.sum(0) == 6)
second_order_max = np.max(abs(density[second == 1]))
assert second_order_max < 1e-10
t2 = 0.1                                # eV, rough second-neighbour hopping
e_second = 2 * np.linalg.eigvalsh(-t0 * adj - t2 * second)[:cells].sum()
assert abs(e_second - 2 * levels[:cells].sum()) < 1e-8

# Nonorthogonal orbitals: overlap proportional to hopping
s0 = 0.1


def overlap_energy(d):
    ratio = hopping(d) / t0
    values = eigh(-t0 * ratio * adj, np.eye(2 * cells) + s0 * ratio * adj,
                  eigvals_only=True)
    return 2 * values[:cells].sum() / (3 * cells)


def overlap_tension(n):
    x = f_modulus(n)
    return 2 * beta * t0 / (3 * d0) * np.mean(x / (1 + s0 * x)**2)


slope = (overlap_energy(d0 + h) - overlap_energy(d0 - h)) / (2 * h)
assert abs(slope / overlap_tension(size) - 1) < 1e-4
t_overlap = overlap_tension(400)

# Temperature: Dirac-cone law against the full thermal average
x = f_modulus(1000)


def thermal_shift(tau):                 # tau = kT/t
    return -2 * zeta(3) / (np.sqrt(3) * np.pi) * tau**3


tau_test = 0.03
direct = np.mean(x * np.tanh(x / (2 * tau_test))) / 3 - p_ref
assert abs(direct / thermal_shift(tau_test) - 1) < 0.02  # higher powers of tau
tau_room = const.k * 300 / const.e / t0
dp_room = thermal_shift(tau_room)

# Doping: Dirac-cone law against filling the upper band on the grid
doping = 0.1                            # electrons per nm^2 = 1e13 per cm^2
per_cell = doping * cell_area
fermi = np.sqrt(per_cell * np.sqrt(3) * np.pi / 2)       # in units of t
dp_doping = -per_cell * fermi / 9
n_filled = int(round(per_cell / 2 * x.size))
direct = -np.sort(x.ravel())[:n_filled].sum() / x.size / 3
assert abs(direct / dp_doping - 1) < 0.03  # finite grid and cone curvature

# Correlation: exact six-site Hubbard ring, three electrons of each spin
states = [sum(1 << q for q in c) for c in combinations(range(6), 3)]
index = {s: q for q, s in enumerate(states)}
kinetic = np.zeros((20, 20))
for s in states:
    for i in range(6):
        for j in ((i + 1) % 6, (i - 1) % 6):
            if s >> i & 1 and not s >> j & 1:
                lo, hi = sorted((i, j))
                between = sum(s >> q & 1 for q in range(lo + 1, hi))
                kinetic[index[s ^ (1 << i) ^ (1 << j)], index[s]] -= (-1)**between
assert np.allclose(kinetic, kinetic.T)
kin2 = np.kron(kinetic, np.eye(20)) + np.kron(np.eye(20), kinetic)
double = np.diag([float(bin(a & b).count("1")) for a in states for b in states])


def ring_order(u):
    ground = np.linalg.eigh(kin2 + u * double)[1][:, 0]
    return -(ground @ kin2 @ ground) / 12


ring = {u: ring_order(u) for u in (0.0, 1.6, 3.4)}
assert abs(ring[0.0] - 2 / 3) < 1e-10
assert ring[0.0] > ring[1.6] > ring[3.4]

# Response of the bond order when one bond family is stretched by 1 percent
p_stretched = solve_grid([hopping(1.01 * d0), t0, t0], 400)[1]
assert p_stretched[0] < p < p_stretched[1]
t_dilated = tension * np.exp(-0.01 * beta)
t_family = 2 * p_stretched[0] * beta * hopping(1.01 * d0) / d0

# Harmonic expansion of the skeleton if the pi pull were removed
area_modulus = 200.0                    # N/m, rough measured size
k_total = 2 * np.sqrt(3) * area_modulus
test_strain = 1e-3                      # area-energy identity for this stiffness
bond_energy = 3 * 0.5 * k_total * (test_strain * d0)**2 / cell_area
area_change = (1 + test_strain)**2 - 1
assert abs(bond_energy / (0.5 * area_modulus * area_change**2) - 1) < 2e-3
k_skeleton = k_total - k_pi * Npm_per_eVnm2
expansion = tension * nN_per_eVnm / k_skeleton           # nN/(N/m) = nm

print(f"Hopping t0: {t0:.2f} eV")
print(f"Bond length d0: {d0:.3f} nm")
print(f"Decay beta: {beta:.1f}")
print(f"Cell area: {cell_area:.5f} nm^2")
for n in (10, 100, 400):
    print(f"Bond order, {n} x {n} grid: {p_grid[n].mean():.9f}")
print(f"Bond order, elliptic integral: {p_ref:.9f}")
print(f"Mean |f|: {mean_f:.6f}")
print(f"Mean |f|^2: {mean_f2:.6f}")
print(f"Upper bound on bond order: {1/np.sqrt(3):.4f}")
print(f"Grid error at 100, at 400: {err100:.2e}, {err400:.2e}")
print(f"Power of grid error: {grid_power:.3f}")
print(f"Pi energy per bond: {-2*p*t0:.4f} eV")
print(f"Hopping slope dt/dd: {-beta*t0/d0:.3f} eV/nm")
print(f"Pi bond tension: {tension:.3f} eV/nm")
print(f"Pi bond tension: {tension*nN_per_eVnm:.3f} nN")
print(f"Pi sheet stress: {stress*Npm_per_eVnm2:.2f} N/m")
print(f"Pi stiffness per bond: {k_pi*Npm_per_eVnm2:.1f} N/m")
print(f"Area modulus, rough input: {area_modulus:.0f} N/m")
print(f"Total stiffness per bond: {k_total:.1f} N/m")
print(f"Skeleton stiffness per bond: {k_skeleton:.1f} N/m")
print(f"Skeleton expansion without pi pull: {expansion:.4f} nm")
print(f"Bond length without pi pull: {d0+expansion:.4f} nm")
for b in (2.5, 3.5):
    print(f"Tension for beta {b}: {2*p*b*t0/d0*nN_per_eVnm:.2f} nN")
print(f"Overlap s0: {s0:.2f}")
print(f"Tension with overlap: {t_overlap*nN_per_eVnm:.3f} nN")
print(f"Relative change by overlap: {100*(t_overlap/tension-1):.1f} %")
print(f"kT/t0 at 300 K: {tau_room:.5f}")
print(f"Bond-order change at 300 K: {dp_room:.2e}")
print(f"Doping: {doping*1e14:.1e} cm^-2")
print(f"Doping electrons per cell: {per_cell:.5f}")
print(f"Fermi energy of doped sheet: {fermi*t0:.3f} eV")
print(f"Bond-order change by doping: {dp_doping:.2e}")
print(f"Second-neighbour hopping tested: {t2:.2f} eV")
print(f"Second-neighbour bond order below 1e-10: {second_order_max < 1e-10}")
for u, value in ring.items():
    print(f"Six-ring bond order at U/t = {u}: {value:.4f}")
for u in (1.6, 3.4):
    print(f"Six-ring change at U/t = {u}: {100*(ring[u]/ring[0.0]-1):.1f} %")
print(f"Tension at 1 % uniform stretch: {t_dilated*nN_per_eVnm:.3f} nN")
print(f"One family stretched 1 %, its order: {p_stretched[0]:.5f}")
print(f"One family stretched 1 %, other orders: {p_stretched[1]:.5f}")
print(f"One family stretched 1 %, its tension: {t_family*nN_per_eVnm:.3f} nN")
print("OK")
```

Output:

```
Hopping t0: 2.70 eV
Bond length d0: 0.142 nm
Decay beta: 3.0
Cell area: 0.05239 nm^2
Bond order, 10 x 10 grid: 0.525119956
Bond order, 100 x 100 grid: 0.524865940
Bond order, 400 x 400 grid: 0.524865749
Bond order, elliptic integral: 0.524865746
Mean |f|: 1.574597
Mean |f|^2: 3.000000
Upper bound on bond order: 0.5774
Grid error at 100, at 400: 1.94e-07, 2.93e-09
Power of grid error: 3.024
Pi energy per bond: -2.8343 eV
Hopping slope dt/dd: -57.042 eV/nm
Pi bond tension: 59.879 eV/nm
Pi bond tension: 9.594 nN
Pi sheet stress: 39.01 N/m
Pi stiffness per bond: -202.7 N/m
Area modulus, rough input: 200 N/m
Total stiffness per bond: 692.8 N/m
Skeleton stiffness per bond: 895.5 N/m
Skeleton expansion without pi pull: 0.0107 nm
Bond length without pi pull: 0.1527 nm
Tension for beta 2.5: 7.99 nN
Tension for beta 3.5: 11.19 nN
Overlap s0: 0.10
Tension with overlap: 6.837 nN
Relative change by overlap: -28.7 %
kT/t0 at 300 K: 0.00957
Bond-order change at 300 K: -3.88e-07
Doping: 1.0e+13 cm^-2
Doping electrons per cell: 0.00524
Fermi energy of doped sheet: 0.322 eV
Bond-order change by doping: -6.95e-05
Second-neighbour hopping tested: 0.10 eV
Second-neighbour bond order below 1e-10: True
Six-ring bond order at U/t = 0.0: 0.6667
Six-ring bond order at U/t = 1.6: 0.6445
Six-ring bond order at U/t = 3.4: 0.5640
Six-ring change at U/t = 1.6: -3.3 %
Six-ring change at U/t = 3.4: -15.4 %
Tension at 1 % uniform stretch: 9.310 nN
One family stretched 1 %, its order: 0.51382
One family stretched 1 %, other orders: 0.53031
One family stretched 1 %, its tension: 9.114 nN
OK
```
